\section*{The g factor of triplet helium from the Perl–Hughes operators}

\section*{Problem}

A helium atom in the metastable state $2\,{}^3S_1$ is placed in a weak uniform magnetic field. Its nucleus, of charge $Z=2$, is taken as a fixed point. Write the bound g factor as
\begin{equation}
g_J=g_e(1+\delta),
\end{equation}
where $g_e$ is the free-electron value, taken positive. Find $\delta$ to order $\alpha^2$.

\begin{enumerate}
\item[(a)] Starting from the Dirac equation, find the terms of order $\alpha^2$ for one electron that are linear in both its spin and the field.
\item[(b)] Find the corresponding terms due to the electron–electron interaction. Together with (a) they are the Perl–Hughes operators for a triplet $S$ state.
\item[(c)] Reduce $\delta$ to expectation values of the nonrelativistic energy terms, simplify it with the virial theorem, and examine two limits.
\item[(d)] Evaluate $\delta$ and $g_J$ with a wave function that contains $r_{12}$.
\item[(e)] Decide how much the $r_{12}$ dependence matters, and how many digits of the result are meaningful.
\end{enumerate}

Use Rydberg atomic units: $\hbar=1$, $m=1/2$, $e^2=2$, $c=2/\alpha$. Lengths are in Bohr radii and energies in rydberg. With the electron charge $-e$, define
\begin{equation}
\mathbf b=e\mathbf B,\qquad \mathbf a=e\mathbf A=\tfrac12\,\mathbf b\times\mathbf r,\qquad \boldsymbol\pi=\mathbf p+\mathbf a .
\end{equation}

\section*{Solution}

\subsection*{(a) One electron}

Let $P=\boldsymbol\sigma\cdot\boldsymbol\pi$, and let $\varepsilon$ be the energy without the rest energy. Since $2mc^2=c^2$ in these units, the Dirac equation for the upper and lower components $\varphi,\chi$ reads
\begin{equation}
(\varepsilon-V)\varphi=cP\chi,\qquad (c^2+\varepsilon-V)\chi=cP\varphi .
\end{equation}
The second equation gives $\chi\simeq c^{-1}[1-(\varepsilon-V)/c^2]P\varphi$, and the first becomes
\begin{equation}
(\varepsilon-V-P^2)\varphi+\frac1{c^2}P(\varepsilon-V)P\varphi=0 .
\end{equation}
The norm is $\langle\varphi|1+P^2/c^2|\varphi\rangle$ to this order. A normalized two-component function is therefore $\Phi=(1+P^2/2c^2)\varphi$. Insert $\varphi=(1-P^2/2c^2)\Phi$ and multiply from the left by $1-P^2/2c^2$. The two terms $\mp\varepsilon P^2/c^2$ cancel, which leaves $\varepsilon\Phi=H\Phi$ with
\begin{align}
H&=P^2+V-\frac{P^4}{c^2}-\frac1{2c^2}\left(P^2V+VP^2-2PVP\right)\nonumber\\
&=P^2+V-\frac{\alpha^2}{4}P^4-\frac{\alpha^2}{8}[P,[P,V]] .
\end{align}

Two identities bring out the spin. From $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf b$,
\begin{equation}
P^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\pi^2+\boldsymbol\sigma\cdot\mathbf b .
\end{equation}
From $[P,V]=-i\boldsymbol\sigma\cdot\nabla V$ and $\boldsymbol\pi\times\nabla V=-\nabla V\times\boldsymbol\pi$,
\begin{equation}
[P,[P,V]]=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).
\end{equation}

The leading spin Zeeman term is thus $\boldsymbol\sigma\cdot\mathbf b$. In $P^4=(\pi^2+\boldsymbol\sigma\cdot\mathbf b)^2$ the part linear in both spin and field is $2p^2\boldsymbol\sigma\cdot\mathbf b$. In the spin–orbit term it comes from replacing $\boldsymbol\pi$ by $\mathbf a$. The two corrections are
\begin{equation}
h_{\rm mass}=-\frac{\alpha^2}{2}p^2\,\boldsymbol\sigma\cdot\mathbf b,\qquad
h_{\rm so}=\frac{\alpha^2}{4}\boldsymbol\sigma\cdot(\nabla V\times\mathbf a).
\label{eq:one}
\end{equation}
The first is the reduction of the moment of a moving electron. The second is the spin–orbit energy of the extra velocity that the vector potential gives to the electron.

For a central potential, $\nabla V=V'\mathbf r/r$ and
\begin{equation}
\mathbf r\times(\mathbf b\times\mathbf r)=r^2\mathbf b-\mathbf r(\mathbf r\cdot\mathbf b)\;\longrightarrow\;\tfrac23r^2\mathbf b
\end{equation}
when averaged over directions. With the factor $1/2$ in $\mathbf a$,
\begin{equation}
h_{\rm so}\to\frac{\alpha^2}{12}\,rV'\,\boldsymbol\sigma\cdot\mathbf b .
\label{eq:so}
\end{equation}
A single electron in an $s$ state therefore has
\begin{equation}
\delta_1=\alpha^2\left[-\tfrac12\langle p^2\rangle+\tfrac1{12}\langle rV'\rangle\right].
\label{eq:single}
\end{equation}
The virial theorem in these units is $2\langle p^2\rangle=\langle rV'\rangle$, so $\delta_1=-\alpha^2\langle p^2\rangle/3$. For a hydrogenic level $\langle p^2\rangle=Z^2/n^2$, hence $\delta_1=-\alpha^2Z^2/(3n^2)$.

Two numerical tests support these coefficients. For a Dirac electron in a uniform field with unit momentum along the field and a test coupling $\alpha=0.05$, the relative change of the spin splitting is $-1.249\times10^{-3}$. The mass term gives $-\alpha^2/2=-1.250\times10^{-3}$. For a smooth potential well and a test coupling $\alpha=0.02$, the radial Dirac equation gives $-2.6254\times10^{-4}$ and Eq.~\eqref{eq:single} gives $-2.6258\times10^{-4}$. The virial theorem ties the two averages together in a stationary state, so the well tests their combination; the uniform field tests the mass coefficient separately.

\subsection*{(b) Two electrons}

To order $\alpha^2$ the electrons interact through the Coulomb and Breit interactions. Let $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. Two effects couple the spin of electron 1 to orbital motion.

\emph{Own orbit.} The Coulomb repulsion contributes $2/r_{12}$ to the potential energy of electron 1, and $\nabla_1(2/r_{12})=-2\mathbf r_{12}/r_{12}^3$. The spin–orbit term of part (a) becomes
\begin{equation}
-\frac{\alpha^2}{2}\,\frac{\boldsymbol\sigma_1\cdot(\mathbf r_{12}\times\boldsymbol\pi_1)}{r_{12}^3}.
\end{equation}

\emph{Other orbit.} Electron 2 has velocity $\mathbf v_2=\boldsymbol\pi_2/m=2\boldsymbol\pi_2$ and carries the current $-e\mathbf v_2$. Multiplied by $e$, its vector potential at electron 1 is
\begin{equation}
\mathbf a_{\rm ind}=-\frac{e^2}{c^2}\frac{\mathbf v_2}{r_{12}}=-\frac{\alpha^2}{2}\frac{\mathbf v_2}{r_{12}}=-\alpha^2\frac{\boldsymbol\pi_2}{r_{12}} .
\end{equation}
The Coulomb-gauge potential contained in the Breit interaction has $\tfrac12[\mathbf v_2+\hat{\mathbf r}_{12}(\hat{\mathbf r}_{12}\cdot\mathbf v_2)]$ in place of $\mathbf v_2$. The difference between the two is proportional to $\nabla_1(\hat{\mathbf r}_{12}\cdot\mathbf v_2)$ and has no curl. Both forms give the same magnetic field,
\begin{equation}
\mathbf b_{\rm ind}=-\alpha^2\,\nabla_1\frac1{r_{12}}\times\boldsymbol\pi_2=\alpha^2\frac{\mathbf r_{12}\times\boldsymbol\pi_2}{r_{12}^3},
\end{equation}
and the energy is $\boldsymbol\sigma_1\cdot\mathbf b_{\rm ind}$.

The spin of electron 2 has the same two terms with $1\leftrightarrow2$. The spin–spin interaction contains no vector potential, and the orbit–orbit interaction contains no spin. Neither supplies a first-order term linear in both. Replacing $\boldsymbol\pi_i$ by $\mathbf a_i=\frac12\mathbf b\times\mathbf r_i$ gives the pair operator
\begin{equation}
h_{ee}=\frac{\alpha^2}{r_{12}^3}\,\boldsymbol\sigma_1\cdot\left[\mathbf r_{12}\times\left(\mathbf a_2-\tfrac12\mathbf a_1\right)\right]+(1\leftrightarrow2).
\label{eq:pair}
\end{equation}

\subsection*{(c) Reduction to energy terms}

\emph{Why first order is enough.} The nonrelativistic Zeeman operator is $\mathbf b\cdot(\mathbf L+2\mathbf S)$. It commutes with the nonrelativistic field-free Hamiltonian and does not connect the $2\,{}^3S$ level to others. Its second-order cross terms with the Breit operators therefore vanish. Spin-independent operators linear in $\mathbf b$ are orbital vectors, whose expectation values vanish for $L=0$.

\emph{Spin.} The spatial function of the triplet is antisymmetric and its spin function symmetric. The difference $\boldsymbol\sigma_1-\boldsymbol\sigma_2$ turns a symmetric spin function into an antisymmetric one, so it has no matrix elements within the triplet. Since $\boldsymbol\sigma_1+\boldsymbol\sigma_2=2\mathbf S$, each $\boldsymbol\sigma_i$ acts there as $\mathbf S$. The leading Zeeman term is $2\mathbf S\cdot\mathbf b$, and $\delta$ is the coefficient of $\mathbf S\cdot\mathbf b$ in the correction divided by 2.

\emph{Space.} The $S$ state is isotropic under a common rotation of $\mathbf r_1$ and $\mathbf r_2$. For any vector $\mathbf r'$ built from them,
\begin{equation}
\mathbf r_{12}\times(\mathbf b\times\mathbf r')=\mathbf b(\mathbf r_{12}\cdot\mathbf r')-\mathbf r'(\mathbf r_{12}\cdot\mathbf b)\to\tfrac23(\mathbf r_{12}\cdot\mathbf r')\,\mathbf b .
\end{equation}
The own-orbit part of Eq.~\eqref{eq:pair} becomes
\begin{equation}
-\frac{\alpha^2}{2}\cdot\frac12\cdot\frac23\,\frac{\mathbf r_{12}\cdot\mathbf r_1-\mathbf r_{12}\cdot\mathbf r_2}{r_{12}^3}\,\mathbf S\cdot\mathbf b=-\frac{\alpha^2}{6r_{12}}\mathbf S\cdot\mathbf b,
\end{equation}
where the second term in the numerator belongs to electron 2, for which $\mathbf r_{21}=-\mathbf r_{12}$. The other-orbit part becomes
\begin{equation}
\alpha^2\cdot\frac12\cdot\frac23\,\frac{\mathbf r_{12}\cdot\mathbf r_2-\mathbf r_{12}\cdot\mathbf r_1}{r_{12}^3}\,\mathbf S\cdot\mathbf b=-\frac{\alpha^2}{3r_{12}}\mathbf S\cdot\mathbf b .
\end{equation}
Only $\mathbf r_1-\mathbf r_2$ survives, so the pair term does not depend on the origin chosen for $\mathbf a$. Division by 2 gives the relative shifts $-\alpha^2/(12r_{12})$ and $-\alpha^2/(6r_{12})$, together $-\alpha^2/(4r_{12})$. Electric and induced magnetic fields, obtained by differentiating their potentials numerically at random electron positions, reproduce this sum with a largest relative error of $4\times10^{-10}$.

Define
\begin{equation}
T=\langle p_1^2+p_2^2\rangle,\quad U_n=-2Z\left\langle\frac1{r_1}+\frac1{r_2}\right\rangle,\quad U_e=\left\langle\frac2{r_{12}}\right\rangle .
\end{equation}
The mass terms give $-\alpha^2T/4$. For the nucleus $rV'=2Z/r=-V$, and Eq.~\eqref{eq:so} gives $-\alpha^2U_n/24$, which is positive. The pair terms are $-\alpha^2U_e/24$ and $-\alpha^2U_e/12$. Hence
\begin{equation}
\boxed{\;\delta=\alpha^2\left[-\frac T4-\frac{U_n}{24}-\frac{U_e}{8}\right]\;}
\label{eq:delta}
\end{equation}

\emph{Virial form.} If all lengths in the exact nonrelativistic function are scaled by $1/\lambda$, the energy becomes $\lambda^2T+\lambda(U_n+U_e)$. It is stationary at $\lambda=1$, so $2T+U_n+U_e=0$. With $E=T+U_n+U_e$ this means $T=-E$ and $U_n=2E-U_e$. Therefore
\begin{equation}
\delta=\alpha^2\left[\frac E4-\frac{2E-U_e}{24}-\frac{U_e}8\right]=\alpha^2\left[\frac E6-\frac{U_e}{12}\right].
\label{eq:virial}
\end{equation}

\emph{Large nuclear charge.} As $Z$ grows, with $\alpha Z$ still small, the repulsion becomes unimportant beside the nuclear attraction. The electrons occupy hydrogenic $1s$ and $2s$ orbitals, and $E\to-Z^2(1+\frac14)$, while $U_e$ grows only as $Z$. Then $\delta\to-\frac5{24}\alpha^2Z^2$. This is the mean of the one-electron shifts $-\frac13\alpha^2Z^2$ and $-\frac1{12}\alpha^2Z^2$, as expected when each electron supplies half of the total spin.

\emph{Distant outer electron.} In a state $1s\,ns$ of helium with large $n$, the inner electron sees charge 2 and the outer one sees net charge 1. To leading order, without penetration or exchange, $E=-4-1/n^2$ and $U_e=2\langle1/r\rangle=2/n^2$. Equation~\eqref{eq:virial} gives
\begin{equation}
\delta\simeq-\alpha^2\left(\frac23+\frac1{3n^2}\right).
\label{eq:outer}
\end{equation}
The first term is half the shift $-\frac43\alpha^2$ of the ion He$^+$. Half of the second is the outer electron's own shift, weighted by its share of the spin. The other half is the other-orbit term $-\alpha^2U_e/12$. Setting $n=2$, where the assumption of a distant electron is rough, gives $-0.75\,\alpha^2\approx-39.9$ ppm with $\alpha^2=53.2514$ ppm. This is an estimate to compare with the full calculation.

\subsection*{(d) Correlated wave function and numbers}

An $S$ function depends on $r_1,r_2,r_{12}$. For the triplet take
\begin{equation}
\psi=\sum_kC_k\left[e^{-a_kr_1-b_kr_2-c_kr_{12}}-e^{-a_kr_2-b_kr_1-c_kr_{12}}\right].
\end{equation}
At fixed $r_1,r_2$ one has $r_{12}\,dr_{12}=-r_1r_2\,d(\cos\theta)$. The volume element, integrated over the overall orientation, is therefore $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. The constant cancels in expectation values. The triangle inequalities are removed by
\begin{equation}
r_1=x+y,\quad r_2=x+z,\quad r_{12}=y+z,\qquad x,y,z\ge0,
\end{equation}
with Jacobian 2. All matrix elements follow from
\begin{equation}
\Gamma_{lmn}=2\int_0^\infty\!\!\int_0^\infty\!\!\int_0^\infty (x+y)^l(x+z)^m(y+z)^n\,e^{-(A+B)x-(A+C)y-(B+C)z}\,dx\,dy\,dz .
\end{equation}
Expanding the binomials leaves products of integrals $\int_0^\infty x^qe^{-Xx}dx=q!/X^{q+1}$. For example, $\Gamma_{000}=2/[(A+B)(A+C)(B+C)]$. The three sums of exponents must be positive.

For one pair of exponentials, set $A=a+a'$, $B=b+b'$, $C=c+c'$. The overlap is $\Gamma_{111}$, the nuclear attraction $-2Z(\Gamma_{011}+\Gamma_{101})$ and the repulsion $2\Gamma_{110}$. For the kinetic energy, integrate by parts to get products of gradients, with
\begin{equation}
\nabla_1e^{-ar_1-br_2-cr_{12}}=-(a\hat{\mathbf r}_1+c\hat{\mathbf r}_{12})\,e^{-ar_1-br_2-cr_{12}}
\end{equation}
and $-(b\hat{\mathbf r}_2-c\hat{\mathbf r}_{12})$ as the factor for electron 2. The cosine rule gives $\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}=(r_1^2+r_{12}^2-r_2^2)/(2r_1r_{12})$, and similarly for electron 2. The kinetic element is
\begin{align}
t={}&(aa'+bb'+2cc')\Gamma_{111}\nonumber\\
&+\tfrac12(ac'+ca')(\Gamma_{210}+\Gamma_{012}-\Gamma_{030})\nonumber\\
&+\tfrac12(bc'+cb')(\Gamma_{120}+\Gamma_{102}-\Gamma_{300}).
\end{align}
Antisymmetry is included by subtracting from each element the same expression with $a'\leftrightarrow b'$. A common factor 2 cancels.

The exponents are spread evenly over fixed ranges: $a$ from 1.4 to 2.8, $b$ from 0.45 to 1.3 and $c$ from $-0.1$ to 0.5. The $C_k$ then follow from the generalized eigenvalue problem $\mathbf H\mathbf C=E\,\mathbf S\mathbf C$, where $\mathbf S$ is here the overlap matrix. Its lowest root is the $2\,{}^3S$ state, the lowest state with an antisymmetric spatial $S$ function. The results for $N$ terms are

\begin{center}
\begin{tabular}{ccc}
$N$ & $E$ (Ry) & $\delta$ (ppm)\\
20 & $-4.3503254$ & $-40.973$\\
45 & $-4.3504583$ & $-40.992$\\
90 & $-4.3504587$ & $-40.992$
\end{tabular}
\end{center}

For $N=90$ the energy terms are
\begin{equation}
T=4.350459,\qquad U_n=-9.237314,\qquad U_e=0.536396\quad\text{(Ry)}.
\end{equation}
The virial sum $2T+U_n+U_e$ is $1.7\times10^{-7}$ Ry. The last digit of $U_n$ is not fully converged: larger bases move it by $10^{-6}$ Ry, to $-9.237313$, with no change in $\delta$ at the digits shown. At $N=45$, direct three-dimensional quadrature with numerical gradients of $\psi$ reproduces the three energy terms to $2\times10^{-8}$ Ry.

The contributions in Eq.~\eqref{eq:delta} are
\begin{align}
-\tfrac14\alpha^2T&=-53.2514\times4.350459/4=-57.92\ \text{ppm},\nonumber\\
-\tfrac1{24}\alpha^2U_n&=+53.2514\times9.237314/24=+20.50\ \text{ppm},\nonumber\\
-\tfrac1{24}\alpha^2U_e&=-53.2514\times0.536396/24=-1.19\ \text{ppm},\nonumber\\
-\tfrac1{12}\alpha^2U_e&=-53.2514\times0.536396/12=-2.38\ \text{ppm}.
\end{align}
Their sum is
\begin{equation}
\boxed{\;\delta=-40.99\ \text{ppm}\;}
\end{equation}
The virial form gives the same value: $53.2514\times(-0.725077-0.044700)=-40.99$ ppm. With $g_e=2.00231930$,
\begin{equation}
g_J=2.00231930\,(1-40.99\times10^{-6})=2.002237,
\end{equation}
which is lower than $g_e$ by $8.21\times10^{-5}$.

The mass term dominates, and the nuclear spin–orbit term cancels about a third of it. The two pair terms add $-3.57$ ppm, of which two thirds come from the magnetic field of the other electron. The estimate \eqref{eq:outer} at $n=2$ was about 1 ppm too small in magnitude. Hydrogen in its ground state has $\delta=-\alpha^2/3=-17.75$ ppm, so the g factor of triplet helium lies 23.24 ppm below that of hydrogen at this order.

\subsection*{(e) Correlation and accuracy}

Setting all $c_k=0$ removes $r_{12}$ from the basis. The function can still correlate the two distances from the nucleus, but not the angle between the electrons. A calculation with 30 such terms gives $E=-4.348527$ Ry, $U_e=0.537947$ Ry and $\delta=-40.98$ ppm. A larger basis of this kind lowers $E$ by a further $2\times10^{-6}$ Ry and raises $U_e$ by $10^{-6}$ Ry, leaving $\delta$ unchanged at these digits. The energy is 0.0019 Ry too high, yet $\delta$ changes by only about 0.01 ppm.

Equation~\eqref{eq:virial} shows why the change is small. Restoring $r_{12}$ lowers $E$ by 0.001932 Ry and $U_e$ by 0.001551 Ry. Applied to both functions, the virial form gives
\begin{equation}
\Delta\delta\simeq53.25\left(-\frac{0.001932}{6}+\frac{0.001551}{12}\right)\text{ppm}\simeq-0.010\ \text{ppm}.
\end{equation}
Deeper binding makes the shift more negative, while weaker repulsion partly compensates. Angular correlation is thus needed for an accurate energy, but it hardly affects the answer at the level of 0.1 ppm.

The converged value $-40.99$ ppm belongs to the $\alpha^2$ term. The operators were derived with $g=2$, and their relative shift was then applied to $g_e$. The anomalous moment $a_e=g_e/2-1\approx0.00116$ also changes the operators themselves, which leaves an error of order $a_e\alpha^2\approx0.06$ ppm. Nuclear motion enters at order $\alpha^2m/M$, with $m/M$ roughly $1/7300$ for helium, or about 0.007 ppm. Terms of order $\alpha^4$ are about 0.003 ppm. These are sizes with coefficients of order one assumed. The largest of them can be fixed from known results not derived here. For an $S$ state the anomalous moment multiplies the mass term by $1+a_e/3$, the nuclear and own-orbit spin--orbit terms by $1+2a_e$, and the other-orbit term and the leading Zeeman term by $1+a_e$. With the virial theorem this changes $\delta$ by $+a_e\alpha^2T/4\approx+0.067$ ppm, to $-40.92$ ppm. The value $-40.99$ ppm is thus the $\alpha^2$ term alone, and the physical shift is about $-40.9$ ppm, with the next digit open to the recoil and $\alpha^4$ terms.

The result requires a weak field and small $\alpha Z$. For states with $L\neq0$ the orbital vector operators and the tensor parts dropped by isotropy contribute, and Eq.~\eqref{eq:delta} no longer holds. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS OF THE OPERATORS (relative shifts, dimensionless)
test alpha, uniform field: 0.05
mass term, Dirac matrix : -1.248907e-03
mass term, formula      : -1.250000e-03
smooth well, Dirac      : -2.625429e-04
smooth well, formula    : -2.625819e-04
pair term, largest relative error: 4.2e-10
HELIUM 2 3S
alpha^2 = 53.2514 ppm
N = 20: E = -4.3503254 Ry, delta = -40.9732 ppm
N = 45: E = -4.3504583 Ry, delta = -40.9916 ppm
N = 90: E = -4.3504587 Ry, delta = -40.9916 ppm
E   = -4.350459 Ry = -59.1910 eV
T   = 4.350459 Ry
U_n = -9.237314 Ry
U_e = 0.536396 Ry
virial sum 2T+U_n+U_e = 1.7e-07 Ry
quadrature check, N = 45: largest error 1.9e-08 Ry
mass term               : -57.917 ppm
nuclear spin-orbit term : 20.496 ppm
e-e own-orbit term      : -1.190 ppm
e-e other-orbit term    : -2.380 ppm
delta, sum of terms     : -40.992 ppm
delta, virial form      : -40.992 ppm
no r12 in basis: E = -4.348527 Ry
no r12 in basis: U_e = 0.537947 Ry
no r12 in basis: delta = -40.981 ppm
hydrogen 1S, -alpha^2/3 : -17.750 ppm
helium minus hydrogen   : -23.241 ppm
free g_e = 2.00231930
bound g_J = 2.0022372
g_J - g_e = -8.2078e-05
\end{verbatim}
